# Zone-boundary phonon of a plane-wave chain: frozen displacement and linear response

## Problem

A one-dimensional chain has lattice constant \(a\), with one ion of mass \(M\) and charge \(Z=2\) per cell. Two spin-paired electrons per cell fill the lowest band, and a gap separates it from the next. Hartree atomic units are used. Charges interact through \(A e^{-\kappa|x|}\), whose Fourier transform is

\[
w(q)=\frac{2A\kappa}{q^2+\kappa^2}.
\]

Each ion is a rigid Gaussian charge with transform \(Zg(q)\), \(g(q)=e^{-\sigma^2q^2/2}\). A local energy \(-c\int n^{4/3}dx\) stands for exchange and correlation. It is a model term, not derived for this interaction, and the chain represents no particular material. For a periodic cell of length \(L\),

\[
E=T+\frac L2\sum_G w(G)\,|n_G-\rho_G|^2-c\int_L n^{4/3}dx ,
\]

where \(T\) is the orbital kinetic energy and \(n_G,\rho_G\) are Fourier coefficients of the electron density and the ionic charge.

The parameters are \(a=3\) bohr, \(A=1\) hartree, \(\kappa=0.4\) bohr\(^{-1}\), \(\sigma=0.5\) bohr, \(c=0.3\), \(M=50000\) electron masses. Plane waves are kept up to a kinetic energy of 30 hartree.

In the zone-boundary mode, neighbouring ions move by \(+u\) and \(-u\).

(a) Relate the force constant \(C\) of this mode to the energy and the force in a doubled cell.

(b) Find which k-meshes make the doubled and primitive cells equivalent.

(c) Derive \(C\) from linear response in the primitive cell, and show that it equals the frozen-displacement result on matched meshes.

(d) Check the formula for a uniform translation.

(e) Evaluate both routes and the frequency, and examine the effects of mesh and screening.

## Solution

### (a) The frozen mode

Put the ions of the doubled cell at \(u\) and \(a-u\). A translation by \(a\) turns this arrangement into the one with \(-u\), so the energy is even:

\[
E(u)=E(0)+Cu^2+Du^4+O(u^6). \tag{1}
\]

This defines \(C\). There is no factor \(\tfrac12\) because two ions move, each contributing \(\tfrac12Cu^2\).

Inversion about \(a/2\) exchanges the ions, so their forces are opposite, \(F_2=-F_1\). Since \(R_1=u\) and \(R_2=a-u\),

\[
\frac{dE}{du}=-F_1\frac{dR_1}{du}-F_2\frac{dR_2}{du}=-F_1+F_2=-2F_1 .
\]

With (1) this gives

\[
F_1=-Cu-2Du^3+O(u^5). \tag{2}
\]

Newton's law \(M\ddot u=-Cu\) then gives \(\omega=\sqrt{C/M}\) for \(C>0\). A negative \(C\) would mean that the undistorted chain is unstable against doubling its period.

At finite \(u\) the two estimates of \(C\) are

\[
K_E(u)=\frac{E(u)-E(0)}{u^2}=C+Du^2+\dots,\qquad
K_F(u)=-\frac{F_1}{u}=C+2Du^2+\dots
\]

For either one, the combination \([4K(u)-K(2u)]/3\) removes the \(u^2\) error, because \(4u^2-(2u)^2=0\), and keeps \(C\), because \((4-1)/3=1\).

### (b) Matched meshes

The doubled cell has reciprocal vectors \(m\pi/a\). Those with even \(m\) are the primitive vectors \(G=2\pi j/a\); those with odd \(m\) are \(G+\pi/a\). The plane waves at a doubled-cell point \(K\) are therefore the union of the primitive-cell plane waves at \(K\) and at \(K+\pi/a\). A cutoff on the full kinetic energy \(\tfrac12|k+G|^2\) respects this union.

Take \(N\) primitive points, \(N\) even,

\[
k_j=\frac{2\pi}{aN}\left(j+\tfrac12\right),\qquad j=0,\dots,N-1 .
\]

With \(N/2\) points in the doubled cell, whose zone has length \(\pi/a\),

\[
K_j=\frac{2\pi}{2a\,(N/2)}\left(j+\tfrac12\right)=k_j,\qquad j=0,\dots,\tfrac N2-1 .
\]

The remaining primitive points are \(k_{j+N/2}=k_j+\pi/a\). Each \(K_j\) thus carries one pair \((k,k+\pi/a)\), and every primitive point occurs once.

The two lowest doubled-cell bands at \(K\) are the first primitive band at these two points, provided that the first band lies below the second throughout the mesh. The gap guarantees this here. The densities also agree. A doubled-cell orbital, normalized over \(2a\), is \(1/\sqrt2\) times the primitive one, and the prefactor \(2/(N/2)\) times \(\tfrac12\) gives the primitive prefactor \(2/N\).

If both cells also use the same real-space grid spacing for the local term, the undisplaced self-consistent problems coincide, and \(E_{\rm double}(0)=2E_{\rm primitive}\). Equal numbers of k-points in the two cells do not satisfy this condition: \(N\) doubled-cell points correspond to \(2N\) primitive ones.

### (c) Linear response

**The second derivative of the energy.** Expanding the square in \(E\) gives the electron-electron energy, the electron-ion energy and the ion-ion energy. The last includes a self-energy of each Gaussian, which does not depend on position. The potential of one ion acting on electrons has the transform

\[
v(q)=-Zw(q)g(q),
\]

and \(V_{\rm ext}(x)\) is the sum over ions.

The energy is stationary with respect to the orbitals, and neither the plane waves nor the orthonormality conditions depend on \(u\). The first derivative therefore contains just the explicit dependence on \(u\):

\[
\frac{dE}{du}=\int_{2a}n\,\frac{\partial V_{\rm ext}}{\partial u}\,dx+\frac{dE_{\rm ii}}{du}.
\]

A basis attached to the ions would add further terms. Differentiate once more, now letting \(n\) change, and write \(\Delta\) for a derivative with respect to \(u\) at \(u=0\):

\[
2C=\int_{2a}\Delta n\,\Delta V_{\rm ext}\,dx+\int_{2a}n\,\frac{\partial^2V_{\rm ext}}{\partial u^2}dx+\frac{d^2E_{\rm ii}}{du^2}. \tag{3}
\]

Translation by \(a\) reverses \(u\), so \(\Delta n\) and \(\Delta V_{\rm ext}\) change sign from cell to cell. Their product has period \(a\), and half of (3) can be evaluated in one primitive cell. Functions that alternate in this way contain the wave numbers \(q+G\) with \(q=\pi/a\).

**The bare perturbation.** The ion in cell \(l\) sits at \(la+ue^{iqla}\), where \(e^{iqla}=(-1)^l\). Hence

\[
\Delta V_{\rm ext}(x)=-\sum_l e^{iqla}v'(x-la).
\]

For any localized function \(f\), Poisson summation gives

\[
\sum_l e^{iqla}f(x-la)=\frac1a\sum_G f(q+G)e^{i(q+G)x},
\]

where \(f(q+G)\) is its transform. Since \(v'\) has the transform \(iq\,v(q)\),

\[
\Delta V_{\rm ext}(q+G)=\frac{i(q+G)}{a}\,Zw(q+G)g(q+G). \tag{4}
\]

The minus sign from moving the ion and the minus sign of the attraction have cancelled.

**The orbitals.** Let \(\psi_k\) be the occupied orbital, normalized over a primitive cell, with energy \(\varepsilon_k\). Differentiating \(H\psi_k=\varepsilon_k\psi_k\) gives

\[
(H-\varepsilon_k)\Delta\psi_k=-(\Delta V-\Delta\varepsilon_k)\psi_k .
\]

Here \(\Delta V\) is the total change of potential, including the part produced by the electrons. It carries \(k\) to \(k+q\), so its expectation value in \(\psi_k\) vanishes and \(\Delta\varepsilon_k=0\).

The component of \(\Delta\psi_k\) along the occupied orbital \(\psi_{k+q}\) has the coefficient

\[
b=\frac{\langle\psi_{k+q}|\Delta V|\psi_k\rangle}{\varepsilon_k-\varepsilon_{k+q}} .
\]

The reverse component, of \(\Delta\psi_{k+q}\) along \(\psi_k\), has the coefficient \(-b^*\): the matrix element is conjugated and the denominator changes sign. Their joint contribution to the density is proportional to

\[
2\,{\rm Re}\left[b\,\psi_k^*\psi_{k+q}-b^*\psi_{k+q}^*\psi_k\right]=0,
\]

since the bracket is a number minus its own conjugate. Physically, mixing filled orbitals among themselves leaves the density unchanged. This also covers \(k=\pm\pi/(2a)\), where the two energies are equal and \(b\) is undefined: the density depends only on the space spanned by the filled orbitals, which such mixing does not alter. These points belong to the mesh when \(N/2\) is odd. The cancellation needs both \(k\) and \(k+q\) in the mesh with equal weight, which is again the matching condition.

The occupied component can thus be dropped. With \(P_v\) the projector on the occupied orbital at \(k+q\) and \(P_c=1-P_v\), one solves the Sternheimer equation

\[
(H_{k+q}+\alpha P_v-\varepsilon_k)\Delta\psi_k=-P_c\,\Delta V\psi_k . \tag{5}
\]

Acting with \(P_v\) gives \((\varepsilon_{k+q}+\alpha-\varepsilon_k)P_v\Delta\psi_k=0\). If \(\alpha\) exceeds the width of the occupied band, the factor is positive and \(P_v\Delta\psi_k=0\). The added term therefore does not alter the empty-state solution; it prevents a singular matrix when the two occupied energies are close.

**The density and self-consistency.** From \(n=(2/N)\sum_k|\psi_k|^2\), with the factor 2 for spin,

\[
\Delta n=\frac2N\sum_k\left(\psi_k^*\Delta\psi_k+\psi_k\Delta\psi_k^*\right).
\]

The mesh contains \(-k\) with every \(k\), up to a reciprocal vector. Because \(H\) and \(\Delta V\) are real, one may choose \(\psi_{-k}=\psi_k^*\), and then \(\Delta\psi_{-k}=\Delta\psi_k^*\). The second term at \(k\) equals the first at \(-k\), so

\[
\Delta n=\frac4N\sum_k\psi_k^*\Delta\psi_k . \tag{6}
\]

The local potential is \(-\tfrac43cn^{1/3}\). Its derivative with respect to density is \(f=-\tfrac49cn^{-2/3}\), and therefore

\[
\Delta V(q+G)=\Delta V_{\rm ext}(q+G)+w(q+G)\Delta n(q+G)+[f\Delta n](q+G). \tag{7}
\]

Equations (5)–(7) are iterated until \(\Delta n\) no longer changes. They involve primitive-cell quantities alone.

**The three parts of \(C\).** By Parseval's relation, the first term of (3) contributes

\[
C_{\rm resp}=a\sum_G{\rm Re}\left[\Delta V_{\rm ext}^*(q+G)\,\Delta n(q+G)\right].
\]

In the second term the alternating signs are squared, so \(\partial^2V_{\rm ext}/\partial u^2=\sum_lv''(x-la)\). Its coefficients are \(-G^2v(G)/a=G^2Zw(G)g(G)/a\), and

\[
C_{\rm rigid}=\sum_G G^2Zw(G)g(G)\,n_G ,
\]

where \(n_G\) is real because the undisplaced chain is symmetric under inversion.

For the ions, let \(\phi(x)\) be the pair energy, with transform \(\Phi(q)=Z^2w(q)g(q)^2\). Ions separated by an even number of cells keep their distance; those separated by an odd number change it by \(\pm2u\). The energy per ion has a factor \(\tfrac12\) for double counting, so its second derivative is

\[
C_{\rm ii}=\frac12\sum_{l\ {\rm odd}}4\phi''(la)=\sum_{l\ne0}\phi''(la)\,[1-\cos(qla)] .
\]

The \(l=0\) term may be added because its bracket vanishes. Poisson summation, with \(-p^2\Phi(p)\) as the transform of \(\phi''\), then gives

\[
C_{\rm ii}=\frac1a\sum_G\left[(q+G)^2\Phi(q+G)-G^2\Phi(G)\right].
\]

The result is

\[
C=C_{\rm resp}+C_{\rm rigid}+C_{\rm ii}. \tag{8}
\]

**Why the routes agree.** Equations (5)–(7) are the derivative of the doubled-cell self-consistency conditions, sorted by wave number. On matched meshes they contain the same plane waves, occupied orbitals and weights. If the undistorted state is a nondegenerate minimum of the energy, the linear problem has one solution \(\Delta n\), and (8) is the coefficient \(C\) in (1). The equality holds at each finite mesh and cutoff. It therefore says nothing about whether that mesh or cutoff is adequate.

The argument needs the filled levels to be separated from the empty ones at the points of the mesh, so that occupations do not change with \(u\). In this one-dimensional chain the first two bands can touch only at \(k=\pi/a\). That would require \(j+\tfrac12=N/2\), which no shifted mesh with even \(N\) satisfies, so a very small gap does not by itself spoil the equality on these meshes. The argument does fail for partly filled or overlapping bands, or when a filled and an empty level are degenerate at a mesh point. Occupations can then change with \(u\), and the separation into \(P_v\) and \(P_c\) no longer describes the response.

### (d) Uniform translation

At \(q=0\) all ions move by the same \(u\). The density moves with them, so \(\Delta n=-n'\) and \(\Delta V_{\rm ext}=-V_{\rm ext}'\). The ion-ion part vanishes term by term, and the remainder is

\[
C(0)=\int_a n'V_{\rm ext}'\,dx+\int_a nV_{\rm ext}''\,dx=\int_a\frac{d}{dx}\left(nV_{\rm ext}'\right)dx=0,
\]

by periodicity. This checks the relative sign and size of the response and rigid-density terms. In the numerical solution, \(\Delta n\) comes from (5)–(7) and is not set to \(-n'\). With eight k-points, the computed \(C(0)\) is about \(-3\times10^{-16}\) hartree/bohr\(^2\), which is zero to rounding.

### (e) Numerical evaluation

**Agreement and mesh dependence.** Force constants are in hartree/bohr\(^2\); the frozen values come from the force.

| Primitive points | Doubled-cell points | Linear response | Frozen |
|---:|---:|---:|---:|
| 4 | 2 | 0.498214 | 0.498214 |
| 8 | 4 | 0.492416 | 0.492416 |
| 16 | 8 | 0.491112 | 0.491112 |
| 32 | 16 | 0.490967 | 0.490967 |

For the coarsest pair the difference is \(2.8\times10^{-10}\) hartree/bohr\(^2\), although that mesh is far from converged. With four points in both cells the difference is \(5.8\times10^{-3}\) hartree/bohr\(^2\), about 1.2% of \(C\). The table accounts for it: four doubled-cell points reproduce the eight-point primitive result, and

\[
0.498214-0.492416=0.005798 .
\]

The discrepancy is a sampling error, not a difference between the two methods.

The remaining numbers refer to 16 primitive and 8 doubled-cell points. The energies per cell are \(-0.099277\) and \(-0.198554\) hartree, in the ratio 1:2 required by folding. The gap at the zone boundary is 0.136 hartree. The density response from (6), continued into the second cell with its sign reversed, differs from the frozen-displacement derivative by at most \(2.4\times10^{-10}\) bohr\(^{-2}\) on the grid. The agreement thus extends to the whole function \(\Delta n(x)\).

**Finite displacements.** At \(u=0.01\) bohr the energy gives \(K_E=0.49112703\) and the force gives \(K_F=0.49114193\) hartree/bohr\(^2\). Relative to \(C=0.49111214\), the excesses are \(1.489\times10^{-5}\) and \(2.979\times10^{-5}\). Their ratio is 2, as (1) and (2) predict. The first gives

\[
D\approx\frac{1.489\times10^{-5}}{(0.01)^2}\approx0.149\ \text{hartree/bohr}^4 .
\]

The positive sign means that the mode stiffens with amplitude. At \(u=0.005\) bohr the energy estimate is 0.49111586, and the extrapolation reads

\[
\frac{4(0.49111586)-0.49112703}{3}=0.49111214\ \text{hartree/bohr}^2 .
\]

These digits are needed to separate the small anharmonic terms; they are not a claim about the accuracy of the model.

**The balance of terms.** The three parts in (8) give

\[
C=-0.5428+0.1522+0.8817=0.4911\ \text{hartree/bohr}^2 .
\]

A direct real-space sum over neighbours reproduces the ion-ion part. That part and the rigid-density part are restoring. The response is negative because the electrons rearrange to lower the energy of the displaced chain. A relative error in the response, with the other two parts held fixed, changes \(C\) by a relative amount larger by the factor \(|C_{\rm resp}|/C=0.5428/0.4911\approx1.1\).

**The role of the induced potential.** If \(\Delta V\) in (5) is replaced by \(\Delta V_{\rm ext}\), the electrons respond independently and \(C\) falls to 0.3035 hartree/bohr\(^2\). The response part is then

\[
0.3035-0.1522-0.8817=-0.7304\ \text{hartree/bohr}^2 .
\]

Self-consistency reduces its magnitude by \((0.7304-0.5428)/0.7304\approx26\%\). The frequency without it would be too low by

\[
1-\sqrt{0.3035/0.4911}\approx21\% .
\]

The sign can be understood from the longest wave in the perturbation. At \(q=\pi/a=1.047\) bohr\(^{-1}\),

\[
w(q)=\frac{0.8}{1.097+0.16}\approx0.64 ,
\]

while at the mean density \(2/3\) bohr\(^{-1}\) the local kernel is \(f\approx-0.17\). The sum is positive, so accumulated electrons raise the potential where they gather and oppose further accumulation. This is an estimate for one Fourier component at uniform density. For shorter waves \(w\) decreases and the attractive local kernel can dominate; the 26% is the net effect of all components.

**The frequency.** With the 16-point force constant,

\[
\omega=\sqrt{\frac{0.49111}{50000}}=3.134\times10^{-3}\ \text{hartree}=3.134\ \text{millihartree},
\]

which corresponds to 688 cm\(^{-1}\). The frozen route gives the same value.

Going from 16 to 32 primitive points lowers \(C\) by 0.000145 hartree/bohr\(^2\), or 0.03%. Since \(\omega\propto\sqrt C\), the frequency falls by half that fraction, about 0.1 cm\(^{-1}\). Doubling the cutoff to 60 hartree leaves all eight printed decimals of \(C\) unchanged. These two comparisons address numerical convergence, which the agreement between the routes cannot establish. Neither measures the error of the model energy itself. The complete values are in the numerical output below.

## Numbers as computed

```
lattice constant a = 3.0 bohr, ion charge Z = 2 e
interaction A = 1.0 hartree, kappa = 0.4 1/bohr
ion width sigma = 0.5 bohr, local strength c = 0.3 a.u.
ion mass M = 50000 electron masses
cutoff = 30 hartree, grid points per primitive cell = 36
zone-boundary wave number = 1.047198 1/bohr
Force constants C in hartree/bohr^2
primitive k-points 4, doubled-cell k-points 2:
  C linear response = 0.49821391
  C frozen, force   = 0.49821391
  C frozen, energy  = 0.49821391
primitive k-points 8, doubled-cell k-points 4:
  C linear response = 0.49241598
  C frozen, force   = 0.49241598
  C frozen, energy  = 0.49241598
primitive k-points 16, doubled-cell k-points 8:
  C linear response = 0.49111214
  C frozen, force   = 0.49111214
  C frozen, energy  = 0.49111214
primitive k-points 32, doubled-cell k-points 16:
  C linear response = 0.49096691
  C frozen, force   = 0.49096691
  C frozen, energy  = 0.49096691
4 and 2 points: |difference| = 2.8e-10 hartree/bohr^2
4 and 4 points: |difference| = 5.798e-03 hartree/bohr^2
Details for 16 primitive and 8 doubled-cell k-points
band gap at zone boundary = 0.13572 hartree
energy per primitive cell = -0.09927721 hartree
energy per doubled cell   = -0.19855441 hartree
u = 0.005 bohr: C from energy = 0.49111586, from force = 0.49111959 hartree/bohr^2
u = 0.010 bohr: C from energy = 0.49112703, from force = 0.49114193 hartree/bohr^2
electronic response part = -0.54279908 hartree/bohr^2
rigid-density part       = 0.15221436 hartree/bohr^2
ion-ion part             = 0.88169685 hartree/bohr^2
ion-ion, direct sum      = 0.88169685 hartree/bohr^2
C without induced potential = 0.30354837 hartree/bohr^2
largest density-response difference = 2.4e-10 1/bohr^2
C at q = 0 (8 k-points) = -3.1e-16 hartree/bohr^2
C at doubled cutoff = 0.49111214 hartree/bohr^2
omega, linear response = 3.134046 millihartree
omega, frozen (force)  = 3.134046 millihartree
omega, linear response = 687.844 cm^-1
```
